# Stable kinetic energies and three tests for Douglas-Kroll-Hess calculations

## A free electron that moves slowly

Take a free electron with momentum \(p=0.001\) in Hartree atomic units, where the speed of light is \(c=137.036\) (the computed values below use the full CODATA value, 137.035999178 to nine decimals). Its relativistic energy is
\[
E_p=c\sqrt{p^2+c^2},
\]
and its kinetic energy is what remains after the rest energy \(c^2\) is removed. Double-precision arithmetic gives \(E_p-c^2=5.00000169\times10^{-7}\) hartree. The correct value is \(4.99999999993\times10^{-7}\) hartree, so the relative error is \(3.4\times10^{-7}\), although the machine precision is \(\varepsilon=2.2\times10^{-16}\).

The formula is right, but it subtracts two numbers near 18,800 to obtain one near \(10^{-7}\). Each large number carries a rounding error of order \(\varepsilon c^2=4.2\times10^{-12}\) hartree, and this error survives the subtraction. The size of the error depends on the last digits of \(c\): with \(c=137.035999\) the same subtraction has a relative error of \(6.9\times10^{-6}\). To remove the subtraction, multiply and divide by the sum:
\[
E_p-c^2=\frac{(E_p-c^2)(E_p+c^2)}{E_p+c^2}
=\frac{E_p^2-c^4}{E_p+c^2}
=\frac{c^2p^2}{E_p+c^2}.
\]
The last step uses \(E_p^2=c^2p^2+c^4\). Only products, a root, a quotient and sums of positive numbers remain, so the relative error stays at a few \(\varepsilon\). Over 200 momenta between 0.001 and 10, spaced evenly on a logarithmic scale, the largest relative error against 50-digit arithmetic is \(3.1\times10^{-16}\) for the new form and \(2.8\times10^{-6}\) for the subtraction.

The Douglas-Kroll-Hess (DKH) setting of an electronic-structure program uses this kinetic energy for every momentum level of the basis. At the physical \(c\) the absolute error is too small to matter for ordinary total energies. It matters when \(c\) is raised to test the program.

## What the DKH order selects

Consider one electron in \(V=-Z/r\), with the rest energy removed. The Dirac equation couples a large component \(\phi\) and a small component \(\chi\):
\[
V\phi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=E\phi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi+(V-2c^2)\chi=E\chi .
\]
Choose orthonormal combinations \(\phi_i\) of the basis functions that diagonalize \(p^2\), with eigenvalues \(p_i^2\). For the small component use \(\chi_i=\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_i/p_i\). These functions are orthonormal too, because \((\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2\). The Dirac matrix is then
\[
\begin{pmatrix}V&cp\\ cp&\tilde V-2c^2\end{pmatrix},\qquad
\tilde V_{ij}=\frac{W_{ij}}{p_ip_j},
\]
where \(p\) is diagonal and \(W\) is the matrix of
\[
\boldsymbol\sigma\!\cdot\!\mathbf p\,V\boldsymbol\sigma\!\cdot\!\mathbf p
=\mathbf p\!\cdot\!V\mathbf p+\frac1r\frac{dV}{dr}\,\boldsymbol\sigma\!\cdot\!\mathbf L .
\]
The last term is spin-orbit coupling. It vanishes for s functions, which are used below; a scalar-relativistic calculation drops it for all functions.

**The free electron.** Without \(V\), each momentum gives a two-by-two problem. Its electron solution is proportional to \((1,R)\) with
\[
R=\frac{cp}{E_p+c^2}.
\]
The first row gives \(cpR=c^2p^2/(E_p+c^2)=E_p-c^2\), which is the eigenvalue. The second gives \(cp-2c^2R=R(E_p+c^2)-2c^2R=R(E_p-c^2)\), as required. Since \(R^2=(E_p-c^2)/(E_p+c^2)\), we have \(1+R^2=2E_p/(E_p+c^2)\), and the normalization factor is
\[
A=\sqrt{\frac{E_p+c^2}{2E_p}} .
\]
The orthogonal solution \(A(-R,1)\) has the energy \(-E_p-c^2\).

**First order.** In this rotated basis the potential has an electron block
\[
\mathcal E_{ij}=A_iV_{ij}A_j+A_i\frac{R_i}{p_i}W_{ij}\frac{R_j}{p_j}A_j
\]
and a block that couples electron to negative-energy states,
\[
O_{ij}=-A_iV_{ij}A_jR_j+A_i\frac{R_i}{p_i}W_{ij}\frac{A_j}{p_j}.
\]
The ratio \(R_i/p_i=c/(E_i+c^2)\) should be coded in this form, which needs no division by a small momentum. DKH1 keeps \(E_p-c^2+\mathcal E\) and ignores \(O\).

**Second order.** Apply a further rotation \(e^S\), where the antisymmetric matrix \(S\) has the upper-right block \(X\) and the lower-left block \(-X^T\). The transformed matrix is \(M+[S,M]+\tfrac12[S,[S,M]]+\dots\). The commutator of \(S\) with the free energies has the upper-right elements
\[
X_{ij}\left[(-E_j-c^2)-(E_i-c^2)\right]=-(E_i+E_j)X_{ij}.
\]
It cancels \(O\) if \(X_{ij}=O_{ij}/(E_i+E_j)\). Write \(\mathcal O\) for the full coupling matrix, with blocks \(O\) and \(O^T\), and \(M_0\) for the free energies. Then \([S,M_0]=-\mathcal O\), and the second-order terms that stay inside the blocks are
\[
[S,\mathcal O]+\tfrac12[S,[S,M_0]]=[S,\mathcal O]-\tfrac12[S,\mathcal O]=\tfrac12[S,\mathcal O].
\]
Its electron block is the DKH2 correction
\[
H_2=\tfrac12\left(XO^T+OX^T\right).
\]
The diagonal elements \(\sum_kO_{ik}^2/(E_i+E_k)\) cannot be negative: coupling to states far below tends to push electron levels up. All energy denominators are sums of positive numbers, so the kinetic energy was the one place where \(c^2\) had to be subtracted.

## Test 1: make \(c\) large

Keep the basis fixed and let \(c\) exceed all its momenta \(p_i\). The pieces expand as
\[
E_p-c^2=\frac{p^2}{2}-\frac{p^4}{8c^2}+\dots,\qquad
A=1-\frac{p^2}{8c^2}+\dots,\qquad
\frac Rp=\frac1{2c}+\dots
\]
The second follows from \(A^2=\tfrac12(1+c^2/E_p)\) and \(c^2/E_p=1-p^2/(2c^2)+\dots\). Hence
\[
H=\frac{p^2}{2}+V+\frac1{c^2}\left[-\frac{p^4}{8}-\frac{p^2V+Vp^2}{8}+\frac W4\right]+O(c^{-4}).
\]
The second-order term is absent at this level: \(O\) is of order \(1/c\), its denominator is of order \(c^2\), so \(X\) is of order \(c^{-3}\) and \(H_2\) of order \(c^{-4}\).

To leading order, the energy shift is the expectation value of the bracket in the nonrelativistic eigenvector. That vector obeys \(Vv=E_0v-\tfrac12p^2v\), so \(\langle p^2V\rangle=E_0\langle p^2\rangle-\tfrac12\langle p^4\rangle\). The middle term becomes \(-\tfrac14E_0\langle p^2\rangle+\tfrac18\langle p^4\rangle\). Its second part cancels the first term of the bracket, leaving
\[
E-E_0=\frac K{c^2}+O(c^{-4}),\qquad
K=\frac{\langle W\rangle-E_0\langle p^2\rangle}{4}.
\]
For the exact 1s function, proportional to \(e^{-Zr}\), we have \(E_0=-Z^2/2\) and \(\langle p^2\rangle=Z^2\). The gradient has magnitude \(Z\phi\), so \(\langle W\rangle=-Z\cdot Z^2\langle1/r\rangle=-Z^4\). Therefore \(K=(-Z^4+Z^4/2)/4=-Z^4/8\).

The quantity to watch is thus \(c^2(E-E_0)\), which must settle at \(K\). It is a stronger test than asking whether \(E\) approaches \(E_0\).

For \(Z=1\), take 14 s-type Gaussians \(e^{-ar^2}\) with exponents from 0.04 to 5960.5 bohr\(^{-2}\), each 2.5 times the last. Diagonalization gives \(E_0=-0.499999\) hartree and \(K=-0.124988\), near the complete-basis value \(-0.125\). The largest momentum in this basis is about 206, so the condition for the expansion is met from \(c=1{,}000\) on, but not at the physical \(c\) in the first row. DKH2 gives:

| \(c\) (a.u.) | \(c^2(E-E_0)\), stable | with subtraction |
|---|---:|---:|
| 137.036 | −0.124991 | −0.124991 |
| 1,000 | −0.124988 | −0.124988 |
| 10,000 | −0.124988 | −0.748 |
| 100,000 | −0.124987 | 3,708 |

The last digit of the stable entry at \(c=100{,}000\) is rounding noise; the exact value in this basis is \(-0.124988\). To see these small shifts, the two eigenvalues were not subtracted. If \(H_0v_0=E_0v_0\) and \(Hv_1=Ev_1\), then multiplying the second equation by \(v_0^T\), the first by \(v_1^T\), and taking the difference gives
\[
E-E_0=\frac{v_0^T(H-H_0)v_1}{v_0^Tv_1}.
\]

The last column fails because the rounding error grows as \(\varepsilon c^2\) while the shift falls as \(Z^4/(8c^2)\). They are equal at
\[
c^*=Z(8\varepsilon)^{-1/4},
\]
which is about 4,900 for \(Z=1\). This is a scale, not a sharp boundary. The six-digit agreement at \(c=1{,}000\) is partly luck: for nearby values of \(c\), the subtraction typically changes \(c^2(E-E_0)\) by about \(2\times10^{-5}\), and it can change it by \(10^{-4}\). At the physical \(c\), the subtraction changes the hydrogen energy by only about \(10^{-12}\) hartree.

A user who sees only printed energies, with resolution \(\delta\), should choose a moderate \(c\). The closed Dirac energy given below expands as \(-Z^2/2-Z^4/(8c^2)-Z^6/(16c^4)-\dots\), so the neglected term is about \(Z^2/(2c^2)\) of the shift. The resolution contributes a relative error of about \(8\delta c^2/Z^4\). Equating the two gives
\[
c\approx\frac{Z^{3/2}}{2\,\delta^{1/4}}.
\]
For \(Z=1\) and \(\delta=10^{-8}\) hartree this is \(c\approx50\), with each error near \(2\times10^{-4}\) of the shift. This estimate uses the Dirac energy in place of the DKH energy, so it holds only if the two differ by less than the neglected term \(Z^6/(16c^4)\). The argument that \(H_2\) is of order \(c^{-4}\) does not secure this, because \(c=50\) lies below the largest momenta of a steep basis. For \(Z=1\) and \(c=50\) that term is \(1.0\times10^{-8}\) hartree. In the 14-function basis above, DKH2 differs from the Dirac matrix by \(3.1\times10^{-9}\) hartree and DKH1 by \(2.8\times10^{-6}\) hartree, so the estimate can be used for DKH2 but not for DKH1. These gaps depend on the basis: four steeper functions raise them to \(4.8\times10^{-9}\) and \(2.9\times10^{-6}\) hartree. The basis must be good enough for \(K\) to be close to \(-Z^4/8\), or \(K\) must be evaluated in the basis used.

## Test 2: change the charge and \(c\) together

Measure lengths in units of \(1/Z\): put \(r=r'/Z\), \(p=Zp'\) and \(c=Zc'\). Then
\[
E_p=Zc'\sqrt{Z^2p'^2+Z^2c'^2}=Z^2E'_{p'},\qquad
V=-\frac Zr=-\frac{Z^2}{r'} .
\]
The factors \(A\) and \(R\) are unchanged, and \(W/(p_ip_j)\) gains \(Z^2\). So do \(\mathcal E\) and \(O\). The rotation \(X\), a ratio of energies, is unchanged, and \(H_2\) gains \(Z^2\). A term of order \(n\) contains \(n\) potentials and \(n-1\) energy denominators, so it too gains \(Z^{2n-2(n-1)}=Z^2\). At any DKH order,
\[
E(Z,c)=Z^2E(1,c/Z).
\]

The basis must follow. Since \(e^{-ar^2}=e^{-(a/Z^2)r'^2}\), an exponent \(a'\) used for \(Z=1\) becomes \(a=Z^2a'\). With this choice the law holds in a finite basis, apart from rounding, however poor that basis is.

In this form the law is for one electron and a point nucleus. For a nucleus of finite size it still holds if the radius used for \(Z=1\) is divided by \(Z\). Electron repulsion breaks the law, because \(1/r_{12}=Z/r'_{12}\) gains one factor of \(Z\) and not two.

## A worked ion: \(Z=50\)

Multiply the 14 exponents by \(50^2=2500\) and keep the physical \(c\). The 1s energies in hartree are:

| Level of theory | Energy |
|---|---:|
| Nonrelativistic, \(-Z^2/2\) | −1250.00 |
| DKH1 | −1311.27 |
| DKH2 | −1293.97 |
| Dirac matrix, same basis | −1294.61 |
| Closed Dirac formula | −1294.63 |

The closed formula is \(c^2(\sqrt{1-Z^2/c^2}-1)\). It describes a point nucleus and omits nuclear size, recoil and quantum-electrodynamic corrections.

DKH1 lies 16.66 hartree below the Dirac matrix energy, an error of 1.3 percent of that energy. The second-order term raises the level by \(1311.272-1293.966=17.31\) hartree, slightly too much, and leaves DKH2 0.65 hartree too high, or 0.05 percent. The basis error, the difference of the last two rows before rounding (\(-1294.6139\) and \(-1294.6261\)), is 0.012 hartree. That figure is for the Dirac matrix. In a 32-function basis DKH1 falls by 0.04 hartree, to \(-1311.31\), and DKH2 by 0.006 hartree, and their errors against the Dirac matrix become 16.69 and 0.655 hartree. For this ion the DKH order therefore matters far more than further basis functions.

For the scaling test, run \(Z=1\) with \(c/Z=137.036/50=2.74072\) and the original exponents. The result is \(-0.517586325\) hartree, and
\[
2500\times(-0.517586325)=-1293.9658\ \text{hartree},
\]
which is the DKH2 energy of the ion. The two agree to a relative difference of \(4.6\times10^{-13}\). If the exponents are left unscaled at \(Z=50\), the energy is \(-1270.93\) hartree and the law appears to fail by 1.8 percent. That failure belongs to the basis, not to the DKH code.

## What these two tests can and cannot find

Suppose the factor \(c\) is missing from \(R\). Then \(R/p\) falls as \(1/(2c^2)\), and the \(W\) term drops out of the \(1/c^2\) shift. What remains is \(-E_0\langle p^2\rangle/4\), which is \(+1/8\) for hydrogen. At \(c=10{,}000\) the energy differs from \(E_0\) by only \(1.25\times10^{-9}\) hartree, so the bare limit looks right. Multiplied by \(c^2\), the shift is \(+0.125\) and has the wrong sign. The scaling test also fails, by 0.53 percent, because the faulty \(R\) changes by \(1/Z\) under scaling.

Now suppose the factor \(\tfrac12\) is missing from \(H_2\). At \(c=10{,}000\), \(c^2(E-E_0)\) is \(-0.124987\), against \(-0.124988\) for the correct code. The two are this close because \(H_2\) enters the energy only at order \(c^{-4}\), here as about \(85/c^4\). This hides the fault only when \(c\) lies far above the momenta of the basis. At \(c=50\) the faulty code gives \(-0.1181\), and at the physical \(c\) it gives \(-0.1226\), against \(-0.1250\) for the correct code in both cases. The scaling law still holds to \(4.4\times10^{-13}\), since a pure number does not scale. Yet the \(Z=50\) energy is \(-1277.38\) hartree, about 17 hartree too high. Passing both tests is necessary, but it does not show that a DKH code is correct.

## Test 3: weaken the potential

A third test finds the missing \(\tfrac12\). Keep \(c\) and the basis fixed and reduce \(Z\), which now serves simply as the strength of \(V\). DKH1 omits terms of second order in \(V\), and DKH2 omits terms of third order. When \(Z\) is small enough for \(V\) to be a weak perturbation, their level errors against the Dirac matrix in the same basis should therefore fall as \(Z^2\) and \(Z^3\).

To make the errors visible, take \(c=2\) and six exponents from 0.1 to 24.3 bohr\(^{-2}\), each three times the last. The error is the root of the summed squares over all six electron levels, in hartree:

| Scheme | \(Z=0.01\) | \(Z=0.005\) | Power of \(Z\) |
|---|---:|---:|---:|
| DKH1 | \(5.543\times10^{-6}\) | \(1.386\times10^{-6}\) | 2.00 |
| DKH2 | \(2.779\times10^{-9}\) | \(3.477\times10^{-10}\) | 3.00 |
| \(H_2\) without \(\tfrac12\) | \(5.540\times10^{-6}\) | \(1.386\times10^{-6}\) | 2.00 |

The power is the base-2 logarithm of the ratio of the two errors. The faulty scheme has nearly the same error as DKH1 for a simple reason: DKH1 lacks \(H_2\) once, and the faulty scheme contains it once too often.

## Using the setting

- **Kinetic energy.** In your own code, use \(c^2p^2/(E_p+c^2)\) at every \(c\). In a program you cannot inspect, a value of \(c^2(E-E_0)\) that settles and then runs away as \(c\) grows points to lost digits. The subtraction is one possible source; the limited resolution of the printed energies is another.
- **Large \(c\).** Compare \(c^2(E-E_0)\) with \(K\), including its sign, and keep the basis fixed.
- **Scaling.** Compare \(E(Z,c)\) with \(Z^2E(1,c/Z)\) for one electron and a point nucleus. The exponents at charge \(Z\) must be \(Z^2\) times those used for \(Z=1\).
- **Order.** Confirm the power of \(Z\) against a Dirac matrix in the same basis before trusting a new second-order term. Use small \(Z\), and choose \(c\) and the basis so that the errors stay well above rounding, as with \(c=2\) in Test 3. For a heavy ion, compare DKH1 with DKH2: their difference shows how much the second-order term contributes.
